# Mobile oxide charge from a hot triangular-voltage sweep

## The measurement and the question

A metal-gate MOS capacitor with sodium in its oxide is heated to about 250 °C and held at negative gate bias until the positive ions rest against the gate. The gate voltage is then raised at a slow, constant rate. A capacitor without ions would draw a charging current close to that of the oxide capacitance, apart from a dip while the silicon surface is depleted. With ions, a peak appears on that current as they cross to the silicon. The question is whether the area of the peak, measured above the current that the oxide capacitance alone would draw, equals the total mobile charge.

It does under two conditions: the ions must cross the whole oxide, and the change of silicon surface potential must be negligible or corrected for. The second condition can matter greatly. In the example below, the uncorrected area gives only 62% of the charge.

## Conventions

All charges, currents and capacitances are per unit gate area. The oxide has thickness \(t\), permittivity \(\varepsilon\) and capacitance \(C_{ox}=\varepsilon/t\). Position \(x\) runs from the gate, \(x=0\), to the silicon, \(x=t\), and the field \(E\) is positive toward the silicon. The mobile ions have charge density \(\rho(x,\tau)\), where \(\tau\) is time, and

\[
Q_m=\int_0^t\rho\,dx,\qquad \bar x=\frac1{Q_m}\int_0^t x\rho\,dx .
\]

The surface potential \(\psi_s\) is the potential of the silicon surface relative to the silicon bulk. With a gate–silicon work-function difference \(\phi_{ms}\), in volts, the applied gate voltage is \(V_G=\phi_{ms}+V_{ox}+\psi_s\). Fixed charge \(Q_f\) at the silicon interface is allowed. The ion-free flat-band voltage is then \(V_{FB}=\phi_{ms}-Q_f/C_{ox}\), and I use \(V=V_G-V_{FB}\).

The problem is one-dimensional. Ions are neither created, lost nor neutralised, and leakage is left out until later.

## Gate charge

Gauss's law from the gate to a point \(x\) in the oxide gives

\[
\varepsilon E(x)=Q_G+\int_0^x\rho(x')\,dx' .
\]

Integrating the field once more gives the oxide voltage. In the double integral, charge at \(x'\) contributes to the field over the remaining distance \(t-x'\), so

\[
V_{ox}=\frac1\varepsilon\left[Q_Gt+\int_0^t(t-x')\rho(x')\,dx'\right]
=\frac{Q_G}{C_{ox}}+\frac{Q_m}{C_{ox}}\left(1-\frac{\bar x}{t}\right).
\]

Fixed charge at \(x=t\) has zero weight in this integral. It enters through \(V_{ox}=V_G-\phi_{ms}-\psi_s=V-\psi_s-Q_f/C_{ox}\). Solving for the gate charge,

\[
Q_G=C_{ox}(V-\psi_s)-Q_m\left(1-\frac{\bar x}{t}\right)-Q_f. \tag{1}
\]

Ions at the gate induce a charge \(-Q_m\) on it; ions at the silicon interface induce none there at given \(V-\psi_s\). Moving them across therefore makes the external circuit deliver \(+Q_m\) to the gate.

## Current during the ramp

Let \(dV/d\tau=\alpha\). Differentiating (1), with \(Q_m\) and \(Q_f\) constant,

\[
I=\frac{dQ_G}{d\tau}=C_{ox}\left(\alpha-\frac{d\psi_s}{d\tau}\right)+\frac{Q_m}{t}\frac{d\bar x}{d\tau}. \tag{2}
\]

The last term is the ion current averaged over the oxide. Continuity, \(\partial\rho/\partial\tau=-\partial J/\partial x\), and integration by parts give

\[
Q_m\frac{d\bar x}{d\tau}=-\int_0^t x\frac{\partial J}{\partial x}dx
=-[xJ]_0^t+\int_0^tJ\,dx=\int_0^tJ\,dx,
\]

because no ions pass the walls. No law for \(J\) has been assumed: drift, diffusion and trapping are all allowed.

## The area of the peak

Define the measured capacitance as \(C=I/\alpha\). Since \(d\tau=dV/\alpha\), subtracting \(C_{ox}\) from (2) divided by \(\alpha\) and integrating from \(V_1\) to \(V_2\) gives

\[
A\equiv\int_{V_1}^{V_2}(C-C_{ox})\,dV
=Q_m\frac{\Delta\bar x}{t}-C_{ox}\Delta\psi_s . \tag{3}
\]

Here \(\Delta\) means final minus initial value. If all ions cross, \(\Delta\bar x=t\), and

\[
A=Q_m-C_{ox}\Delta\psi_s. \tag{4}
\]

This contains the desired result: when \(C_{ox}|\Delta\psi_s|\ll Q_m\), the area is the total mobile charge. A metal back electrode, for which \(\psi_s=0\), realises that limit.

The area is signed. Where the measured curve lies below \(C_{ox}\), its contribution is negative and must be kept. Equation (3) also shows what ion kinetics can do. A lower mobility shifts and reshapes the peak, but it changes the area only by changing the end states.

On the reverse sweep both \(I\) and \(\alpha\) are negative. If the same two end states are connected, the area taken from low to high voltage is again (4). Averaging the two sweeps therefore leaves the silicon term in place.

## How large is the silicon term?

Assume that the silicon is in equilibrium at each gate voltage, with Boltzmann statistics. Let \(v_T=kT/q\), \(y=\psi/v_T\), and let \(p_0,n_0\) be the bulk hole and electron densities, with \(p_0-n_0=N_A\). With depth \(z\) into the silicon, Poisson's equation is

\[
\frac{d^2\psi}{dz^2}=\frac q{\varepsilon_s}\left[-p_0(e^{-y}-1)+n_0(e^y-1)\right].
\]

Multiply by \(d\psi/dz\) and integrate from the neutral bulk, where \(\psi=d\psi/dz=0\). The displacement entering the silicon is then

\[
D_s=\operatorname{sgn}(\psi_s)\sqrt{2\varepsilon_sqv_T\,G},
\]
\[
G=p_0(e^{-y_s}+y_s-1)+n_0(e^{y_s}-y_s-1). \tag{5}
\]

Gauss's law across the whole oxide gives \(D_s=Q_G+Q_m+Q_f\), or, using (1),

\[
D_s=C_{ox}(V-\psi_s)+Q_m\bar x/t. \tag{6}
\]

Equations (5) and (6) fix \(\psi_s\) at each end. Suppose the sweep starts in strong accumulation and ends in strong inversion. One exponential then dominates \(G\) at each end:

\[
D_{s1}^2\simeq2\varepsilon_sqv_Tp_0e^{-\psi_{s1}/v_T},\qquad
D_{s2}^2\simeq2\varepsilon_sqv_Tn_0e^{\psi_{s2}/v_T}.
\]

Multiplying these, using \(p_0n_0=n_i^2\), and taking the logarithm gives

\[
\Delta\psi_s\simeq2v_T\ln\frac{|D_{s1}|D_{s2}}{2\varepsilon_sqv_Tn_i}. \tag{7}
\]

The doping has dropped out. In this regime a different uniform doping does not remove the correction. For the end displacements of the example below, \(\Delta\psi_s\) is 0.846 V for acceptor densities from \(10^{14}\) to \(10^{16}\) cm⁻³, 0.842 V at \(10^{17}\), and 0.767 V at \(5\times10^{17}\), where (7) no longer holds. What matters is the temperature, the intrinsic density \(n_i\) and the displacement at the two ends. If those displacements are held fixed while the oxide is made thicker, \(\Delta\psi_s\) stays the same and \(C_{ox}\Delta\psi_s\) falls as \(1/t\), at the price of a larger voltage range.

## Using an ion-free reference curve

A similar capacitor without ions has \(D_s=C_{ox}(V-\psi_s)\) and low-frequency capacitance \(C_{ref}=dD_s/dV\). Integrating,

\[
\int_{V_1}^{V_2}(C_{ox}-C_{ref})\,dV=C_{ox}\Delta\psi_{s,ref}.
\]

Adding this to (3) changes the baseline from \(C_{ox}\) to \(C_{ref}\):

\[
\int_{V_1}^{V_2}(C-C_{ref})\,dV
=Q_m\frac{\Delta\bar x}{t}-C_{ox}(\Delta\psi_s-\Delta\psi_{s,ref}). \tag{8}
\]

Most of the silicon term cancels. A residue remains because ions at the interface raise the final silicon displacement from about \(C_{ox}V_{ox,2}\) to \(C_{ox}V_{ox,2}+Q_m\). In strong inversion \(D_s\propto e^{\psi_s/2v_T}\), so

\[
\Delta\psi_s-\Delta\psi_{s,ref}\simeq2v_T\ln\left(1+\frac{Q_m}{C_{ox}V_{ox,2}}\right). \tag{9}
\]

This neglects the small change that the shift itself makes in \(V_{ox,2}\).

## What "all ions cross" means at finite temperature

Thermal motion keeps the ions in a thin layer beside a wall, so \(\Delta\bar x\) is slightly less than \(t\). Take the gate side at the start, and let \(e=-E>0\) be the field strength toward the gate. Gauss's law is \(e'=-\rho/\varepsilon\), where a prime means \(d/dx\). Zero ion current, with the Einstein relation, requires \(v_T\rho'=-\rho e\). Substituting for \(\rho\) on the right,

\[
v_T\rho'=\varepsilon ee'\quad\Longrightarrow\quad
v_T\rho=\frac\varepsilon2(e^2-E_\infty^2),
\]

where \(E_\infty\) is the field beyond the layer, and the layer is taken to be much thinner than the oxide. Gauss's law becomes

\[
e'=-\frac{e^2-E_\infty^2}{2v_T},\qquad
e=E_\infty\coth[k(x+b)],\quad k=\frac{E_\infty}{2v_T}.
\]

The constant \(b\) follows from the total charge, \(e(0)-E_\infty=Q_m/\varepsilon\). With \(F=E_\infty t\) and \(r=Q_m/(C_{ox}F)\), this reads \(\coth(kb)=1+r\).

The charge missing from the area at this end is \(\delta Q=Q_m\bar x/t\). Put \(\rho=-\varepsilon e'\) into the centroid and integrate by parts:

\[
\delta Q=C_{ox}\int_0^\infty(e-E_\infty)\,dx
=2v_TC_{ox}\Big[\ln\sinh k(x+b)-kx\Big]_0^\infty .
\]

At large \(x\) the bracket tends to \(kb-\ln2\). Hence

\[
\delta Q=2v_TC_{ox}\,[kb-\ln2-\ln\sinh kb]
=-2v_TC_{ox}\ln(1-e^{-2kb}).
\]

From \(\coth(kb)=1+r\) one finds \(e^{-2kb}=r/(2+r)\), and therefore

\[
\delta Q=2v_TC_{ox}\ln\left(1+\frac{Q_m}{2C_{ox}F}\right),\qquad
|V_{ox}|=F+\frac{\delta Q}{C_{ox}}. \tag{10}
\]

The second relation is the integral of \(e\) over the oxide. By reflection, the same formula holds for ions at the silicon wall. For few ions, \(\delta Q\simeq Q_mv_T/F\): the fractional loss is the thermal voltage divided by the oxide voltage.

In that dilute limit, the two wall layers remove a fraction of about \(2v_T/|V_{ox}|\), for equal end voltages. The residue (9) removes another \(2v_T/|V_{ox}|\). The area above the ion-free curve is then low by a fraction of about \(4v_T/|V_{ox}|\), independent of the ion density.

## Worked example

Take a 100 nm thermal oxide on p-type silicon at 523 K, with \(v_T=45.08\) mV, \(C_{ox}=34.53\) nF/cm² and no fixed charge. The acceptor density is \(10^{15}\) cm⁻³, and the intrinsic density is roughly \(5\times10^{14}\) cm⁻³. The oxide holds \(5\times10^{11}\) sodium ions per cm², so

\[
Q_m=80.11\ \text{nC/cm}^2,\qquad Q_m/C_{ox}=2.320\ \text{V}.
\]

The voltage \(V\) runs from \(-8\) to \(+8\) V at 0.1 V/s. For a gate of 0.01 cm², the baseline current is

\[
34.53\times10^{-9}\times0.1\times0.01\ \text{A}=34.5\ \text{pA}.
\]

The current was computed by solving ion drift and diffusion together with Poisson's equation and (5). Its peak is 156 pA, or \(4.53\,C_{ox}\), averaged over the voltage step from \(V=0.32\) to \(0.36\) V; in the limit of small steps it is 157 pA, or \(4.54\,C_{ox}\), near 0.335 V.

The surface potential moves from \(-0.372\) to \(+0.474\) V, so \(\Delta\psi_s=0.846\) V and

\[
C_{ox}\Delta\psi_s=34.53\times0.8464=29.23\ \text{nC/cm}^2.
\]

For the wall layers, the initial oxide voltage is \(|-8+0.372|=7.628\) V. Relation (10) gives \(F\simeq7.615\) V and

\[
\delta Q_1=2(0.04508)(34.53)\ln\left(1+\frac{2.320}{15.23}\right)=0.44\ \text{nC/cm}^2.
\]

The final layer gives 0.45 nC/cm². The predicted area is

\[
A=80.11-29.23-0.44-0.45=49.99\ \text{nC/cm}^2,
\]

which agrees with the integrated current. Read directly as mobile charge, it would mean \(3.12\times10^{11}\) ions/cm², 62% of the true density. Keeping only the part of the curve above the baseline gives 56.6 nC/cm², or 71%, which is still wrong. Adding the silicon and wall terms to the signed area recovers 80.11 nC/cm², or \(5.00\times10^{11}\) ions/cm².

With the ion-free curve as baseline, the area is 78.4 nC/cm², 2.1% below \(Q_m\). The ion-free surface-potential change is 0.823 V, so the residue is \(34.53(0.8464-0.8227)=0.82\) nC/cm². The wall layers account for the other 0.89 nC/cm². With a metal back electrode and the same sweep limits, the simple \(C_{ox}\) baseline gives 98.95% of \(Q_m\), and wall layers supply the deficit.

In an experiment \(Q_m\) is unknown, but it enters the correction only logarithmically. One can estimate it from the area, find the end potentials from (5) and (6), correct the area, and repeat until the value settles. With the silicon term alone this settles at 79.2 nC/cm² here; the wall terms (10) supply the last 0.9. The intrinsic density matters too. By (7), a value of \(n_i\) wrong by a factor of two shifts \(\Delta\psi_s\) by \(2v_T\ln2=62\) mV, which is 2.2 nC/cm² or 2.7% of this \(Q_m\).

## Late ions and ions that do not arrive

With a rough sodium mobility of \(4.4\times10^{-7}\) cm²/Vs, the transit time \(t^2/(\mu V_{ox})\) at 1 V is 0.23 ms. The sweep takes 160 s, so free ions follow the voltage almost at once.

Retention by traps can be imitated crudely by a lower effective mobility. At \(3\times10^{-12}\) cm²/Vs, with all other settings unchanged, the peak moves to about 2.5 V but the area remains 49.99 nC/cm². This is the independence from kinetics expressed by (3).

At \(10^{-13}\) cm²/Vs, the centroid moves only 0.275 of the oxide thickness before the sweep ends. This is the value converged in step size and mesh; the 40 mV steps and mesh used for the numerical output give 0.279 and an area of \(-6.3\) nC/cm². Equation (3) gives

\[
A=0.2753\times80.11-28.66=-6.6\ \text{nC/cm}^2.
\]

The computed area is indeed negative, although mobile ions are present. Correcting for the silicon leaves about 22 nC/cm², which measures the displacement of the ions rather than their total charge. A useful practical check is to repeat the sweep more slowly, or hotter with the silicon term recalculated. If the corrected charge rises after leakage has been removed as described below, the first sweep was probably incomplete. Without that step the rise may be leakage, whose share of the area grows as the ramp is slowed. An unchanged value does not exclude ions held firmly in both sweeps.

## Leakage

A static leakage current \(J_L(V)\) adds \(J_L/\alpha\) to the measured capacitance. This changes sign with the ramp, so the mean of the forward and reverse areas removes it, provided \(J_L\) depends only on voltage and not on history.

For a rough oxide resistivity \(R=10^{16}\) Ω cm and a rough flat-band voltage of \(-0.8\) V, ohmic leakage is \(J_L=(V+V_{FB})/(Rt)\). The term in \(V\) integrates to zero over the symmetric range, leaving

\[
\delta A=\frac{V_{FB}(V_2-V_1)}{Rt\alpha}
=\frac{-0.8\times16}{10^{16}\times10^{-5}\times0.1}
=-1.28\ \text{nC/cm}^2.
\]

The numerical sum gives \(-1.25\) nC/cm² for the forward sweep and 0.03 nC/cm² for the two-sweep mean. The 0.03 is a discretisation error: leakage was sampled at the end of each voltage step instead of its middle.

## The model beside a real capacitor

The oxide thickness, temperature and ramp are in the range used for such measurements, while \(5\times10^{11}\) ions/cm² represents a contaminated oxide. A clean one may hold roughly \(10^{10}\) cm⁻² or fewer. The silicon term here corresponds to \(1.8\times10^{11}\) cm⁻², so for a clean oxide it would far exceed the quantity sought, and a good reference curve becomes essential. Real ions can also remain trapped at an interface: if 10% never leave the gate, the area falls by about 8 nC/cm² in this example.

Quantum confinement of the carriers at the silicon surface is also left out. An effective-mass estimate with an impenetrable oxide adds roughly 40 mV to the magnitude of the surface potential at each end of the sweep, or about 3 nC/cm² in total. Most of this cancels when an ion-free reference curve is used.

The remaining omissions are smaller here. The largest oxide field is 0.99 MV/cm, about a tenth of a rough breakdown field of 10 MV/cm, and the zero-temperature tunnelling exponential, for a rough barrier of 3.2 eV, is below \(10^{-100}\). Carrier degeneracy shifts the surface potential by roughly 2 mV at most, or less than 0.1 nC/cm². A rough minority-carrier response time of 2 µs supports the equilibrium treatment of the silicon.

The wall-layer model is less secure. Its mean ion distance from the gate is 0.55 nm, where the classical image attraction is 0.17 eV, or 3.7 \(kT\). Continuous charge is a poor description at that distance, so (10) should be read as an estimate of a correction near 1%. Image attraction would hold ions closer to the gate and could delay their release. By (3), such a delay leaves the area unchanged if the same end states are still reached. The values computed from the model are in the numerical output.

## Values computed for the example and the checks

```
Temperature: 523.15 K
Thermal voltage kT/q: 45.08 mV
Oxide thickness: 100 nm
Oxide capacitance: 34.53 nF/cm2
Acceptor density: 1e+15 cm^-3
Intrinsic density (rough): 5e+14 cm^-3
Sweep limit, plus and minus: 8 V
Ramp rate: 0.1 V/s
Gate area: 0.01 cm2
Input ion density: 5e+11 cm^-2
Input mobile charge Qm: 80.11 nC/cm2
Qm/Cox: 2.32 V
Sodium mobility (rough): 4.384e-07 cm2/Vs
Sodium transit time at 1 V: 0.0002281 s
Baseline current: 34.53 pA
Peak current: 156.4 pA
Peak C/Cox: 4.528
Peak voltage, sodium: 0.36 V
Surface potential at start: -0.372 V
Surface potential at end: 0.4744 V
Surface potential change: 0.8464 V
Raw area above Cox baseline, signed: 49.99 nC/cm2
Raw area as ion density: 3.12e+11 cm^-2
Raw area / Qm: 0.6241
Positive part of area only: 56.59 nC/cm2
Reverse-sweep area: 49.99 nC/cm2
Silicon correction Cox*dpsi: 29.23 nC/cm2
Wall-layer loss at gate: 0.4414 nC/cm2
Wall-layer loss at silicon: 0.447 nC/cm2
Recovered mobile charge: 80.11 nC/cm2
Recovered ion density: 5e+11 cm^-2
Ion-free surface potential change: 0.8227 V
Area above ion-free curve: 78.4 nC/cm2
Area above ion-free curve / Qm: 0.9787
Metal-back area / Qm: 0.9895
Delayed case: effective mobility: 3e-12 cm2/Vs
Delayed case: peak voltage: 2.48 V
Delayed case: area: 49.99 nC/cm2
Incomplete case: effective mobility: 1e-13 cm2/Vs
Incomplete case: centroid shift / t: 0.2791
Incomplete case: area: -6.307 nC/cm2
Incomplete case: Cox*dpsi: 28.66 nC/cm2
Leakage resistivity (rough): 1e+16 ohm cm
Flat-band voltage (rough): -0.8 V
Leakage error, forward sweep: -1.248 nC/cm2
Leakage error, two-sweep mean: 0.032 nC/cm2
Largest oxide field: 0.9935 MV/cm
Largest field / rough 10 MV/cm breakdown: 0.09935
Tunnelling exponential, log10: -110.8
Degeneracy shift of surface potential: 2.044 mV
Ion centroid distance from gate at start: 0.5506 nm
Image energy at that distance: 0.1676 eV
Image energy / kT: 3.718
Minority response time (rough): 2 us
```
